# Translational and rotational relations among four-centre derivative integrals

## A two-centre case

Take the overlap of two unnormalized s Gaussians, $e^{-\alpha|\mathbf r-\mathbf A|^2}$ and $e^{-\beta|\mathbf r-\mathbf B|^2}$. With $p=\alpha+\beta$, $\mu=\alpha\beta/p$, $\mathbf R=\mathbf B-\mathbf A$ and $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/p$, completing the square gives

$$\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\mu R^2 ,$$

so the overlap is $S=(\pi/p)^{3/2}e^{-\mu R^2}$. Its gradients with respect to the centres are $\mathbf g_B=-2\mu S\,\mathbf R$ and $\mathbf g_A=+2\mu S\,\mathbf R$. They add to zero, and

$$\mathbf A\times\mathbf g_A+\mathbf B\times\mathbf g_B=\mathbf R\times\mathbf g_B=0 .$$

Now multiply the first function by $(\mathbf r-\mathbf A)_i$, which makes it a p function. Write $\mathbf r-\mathbf A=(\mathbf r-\mathbf P)+(\mathbf P-\mathbf A)$. The first part is odd about $\mathbf P$ and integrates to zero, and $\mathbf P-\mathbf A=\beta\mathbf R/p$. Hence

$$S_i=R_i f,\qquad f=\frac{\beta}{p}\left(\frac{\pi}{p}\right)^{3/2}e^{-\mu R^2},\qquad \mathbf g_B=f\,\mathbf e_i-2\mu R_i f\,\mathbf R=-\mathbf g_A .$$

The gradients still add to zero, but the second sum is now $\mathbf R\times\mathbf g_B=f\,\mathbf R\times\mathbf e_i$. For $i=x$ this is $f\,(0,R_z,-R_y)=(0,S_z,-S_y)$. It is not zero unless $\mathbf R$ lies along the $x$ axis, and it consists of undifferentiated integrals from the same shell. The reason is that the p function keeps pointing along the fixed $x$ axis when the centres are rotated. Four-centre integrals behave in the same way.

## Definitions and translation

Let

$$I=(ab|cd)=\iint \chi_a(\mathbf r_1-\mathbf A)\chi_b(\mathbf r_1-\mathbf B)\frac{1}{|\mathbf r_1-\mathbf r_2|}\chi_c(\mathbf r_2-\mathbf C)\chi_d(\mathbf r_2-\mathbf D)\,d^3r_1d^3r_2$$

with real Gaussian functions, in atomic units. The four centres move independently. Exponents, contraction coefficients and component labels such as $p_x$ stay fixed. Write $\mathbf g_P=\partial I/\partial\mathbf P$ for $P=A,B,C,D$. If two functions sit on one nucleus, the chain rule makes the derivative with respect to that nucleus the sum of their $\mathbf g_P$.

Because $\partial\chi(\mathbf r-\mathbf P)/\partial\mathbf P=-\nabla\chi$, these integrals carry the motion of the basis functions with the nuclei, which is the origin of the Pulay terms in an energy gradient. Direct evaluation raises the angular momentum. For a primitive with factor $s_x^l e^{-\alpha s^2}$, $\mathbf s=\mathbf r-\mathbf P$,

$$\frac{\partial}{\partial P_x}s_x^l e^{-\alpha s^2}=\left(2\alpha s_x^{l+1}-l s_x^{l-1}\right)e^{-\alpha s^2}.$$

Shift all centres by $\mathbf t$ and substitute $\mathbf r_1\to\mathbf r_1+\mathbf t$, $\mathbf r_2\to\mathbf r_2+\mathbf t$. Every argument in the integrand returns to its old form, so $I$ is unchanged. The term linear in $\mathbf t$ is $\mathbf t\cdot\sum_P\mathbf g_P$, and $\mathbf t$ is arbitrary, so

$$\mathbf g_D=-(\mathbf g_A+\mathbf g_B+\mathbf g_C). \tag{1}$$

This holds for any angular momenta and any geometry.

## Rotation

Rotate the centres, but not the functions, by a small rotation $\mathcal R\mathbf r=\mathbf r+\boldsymbol\omega\times\mathbf r+O(\omega^2)$. To first order $I$ changes by

$$\sum_P(\boldsymbol\omega\times\mathbf P)\cdot\mathbf g_P=\boldsymbol\omega\cdot\sum_P\mathbf P\times\mathbf g_P ,$$

where the triple product has been permuted cyclically.

The same change can be found from the integrand. Substitute $\mathbf r_1=\mathcal R\mathbf r_1'$ and $\mathbf r_2=\mathcal R\mathbf r_2'$. The volume elements and $|\mathbf r_1-\mathbf r_2|$ are unaffected, while $\chi_a(\mathbf r_1-\mathcal R\mathbf A)$ becomes $\chi_a(\mathcal R(\mathbf r_1'-\mathbf A))$. With $\mathbf s$ measured from the function's own centre,

$$\chi(\mathcal R\mathbf s)=\chi(\mathbf s)+(\boldsymbol\omega\times\mathbf s)\cdot\nabla\chi+O(\omega^2)=\chi(\mathbf s)+\boldsymbol\omega\cdot(\mathbf s\times\nabla)\chi+O(\omega^2).$$

To first order the four functions contribute one at a time. Equating the two expressions for every $\boldsymbol\omega$ gives

$$\sum_P\mathbf P\times\mathbf g_P=\boldsymbol\tau, \tag{2}$$

$$\boldsymbol\tau=(\hat{\mathbf L}a\,b|cd)+(a\,\hat{\mathbf L}b|cd)+(ab|\hat{\mathbf L}c\,d)+(ab|c\,\hat{\mathbf L}d),\qquad \hat{\mathbf L}=\mathbf s\times\nabla .$$

These are the three further relations. They are homogeneous for four s functions, since then $\boldsymbol\tau=0$; in general $\boldsymbol\tau$ must be kept. If $I$ is read as an energy, $-\mathbf g_P$ is a force on a centre. Equation (1) says that the net force vanishes. Equation (2) says that the forces may have a net torque, because $I$ also depends on how the functions are oriented relative to the arrangement of centres.

The choice of origin does not matter. Replacing $\mathbf P$ by $\mathbf P-\mathbf O$ subtracts $\mathbf O\times\sum_P\mathbf g_P$, which is zero by (1).

## The terms in $\boldsymbol\tau$

The operator $\hat{\mathbf L}$ annihilates any radial factor, because $\nabla f(s)$ is parallel to $\mathbf s$. By the product rule it therefore acts only on the polynomial:

$$\begin{aligned}
\hat L_x\,x^ly^mz^q&=(y\partial_z-z\partial_y)x^ly^mz^q=q\,x^ly^{m+1}z^{q-1}-m\,x^ly^{m-1}z^{q+1},\\
\hat L_y\,x^ly^mz^q&=(z\partial_x-x\partial_z)x^ly^mz^q=l\,x^{l-1}y^mz^{q+1}-q\,x^{l+1}y^mz^{q-1},\\
\hat L_z\,x^ly^mz^q&=(x\partial_y-y\partial_x)x^ly^mz^q=m\,x^{l+1}y^{m-1}z^q-l\,x^{l-1}y^{m+1}z^q .
\end{aligned}$$

The degree $l+m+q$ does not change, so $\boldsymbol\tau$ needs no integrals beyond the undifferentiated block of the same four shells. For p functions the components of $\hat{\mathbf L}$ are

$$\hat{\mathbf L}p_x=(0,p_z,-p_y),\qquad \hat{\mathbf L}p_y=(-p_z,0,p_x),\qquad \hat{\mathbf L}p_z=(p_y,-p_x,0).$$

Three points matter in code.

- **Contraction.** All components of a shell share one contracted radial factor, so $\boldsymbol\tau$ can be formed from contracted integrals.
- **Normalization.** The coefficients above refer to monomials with a common prefactor. If component $i$ carries its own factor $N_i$, the coefficient with which component $j$ appears in $\hat{\mathbf L}\chi_i$ must be multiplied by $N_i/N_j$. For example, $\hat L_x y^2=-2yz$. The angular averages of $y^4$ and $y^2z^2$ on the unit sphere are $1/5$ and $1/15$, so separately normalized d functions have $N_{yy}/N_{yz}=1/\sqrt3$, and the coefficient becomes $-2/\sqrt3$.
- **Spherical functions.** Both sides of (2) are linear in each function. One may form the Cartesian block of $\boldsymbol\tau$ and transform it with the same constant coefficients as the integrals.

## How many conditions there are

Insert (1) into (2). The term $\mathbf D\times\mathbf g_D=-\mathbf D\times(\mathbf g_A+\mathbf g_B+\mathbf g_C)$ combines with the others. With $\mathbf a=\mathbf A-\mathbf D$, $\mathbf b=\mathbf B-\mathbf D$ and $\mathbf c=\mathbf C-\mathbf D$,

$$\mathbf a\times\mathbf g_A+\mathbf b\times\mathbf g_B+\mathbf c\times\mathbf g_C=\boldsymbol\tau. \tag{3}$$

These are three equations for nine components. Let $K$ be their $3\times9$ coefficient matrix, made of three blocks $[\mathbf p]_\times$ with $[\mathbf p]_\times\mathbf v=\mathbf p\times\mathbf v$. Each block is antisymmetric, so $[\mathbf p]_\times[\mathbf p]_\times^T\mathbf v=-\mathbf p\times(\mathbf p\times\mathbf v)=p^2\mathbf v-\mathbf p(\mathbf p\cdot\mathbf v)$, and

$$KK^T=\sum_{\mathbf p=\mathbf a,\mathbf b,\mathbf c}\left(p^2\mathbf 1-\mathbf p\mathbf p^T\right),\qquad \mathbf e^TKK^T\mathbf e=\sum_{\mathbf p}|\mathbf p\times\mathbf e|^2 .$$

This is the inertia tensor of unit masses at $A$, $B$, $C$ about $D$. It is singular if and only if some unit vector $\mathbf e$ is parallel to all of $\mathbf a,\mathbf b,\mathbf c$, which means that the four centres lie on one line. Otherwise (3) supplies three independent conditions.

On a line with at least two distinct centres, only $\mathbf e$ along the line gives zero, so two conditions on derivatives remain. Dotting (3) with $\mathbf e$ removes every derivative and leaves $\mathbf e\cdot\boldsymbol\tau=0$, a relation among undifferentiated integrals. For centres on the $z$ axis and $I=(p_xs|p_ys)$, it reads $(p_xs|p_xs)=(p_ys|p_ys)$. If all four centres coincide, $K=0$ and $\boldsymbol\tau=0$, and (3) says nothing about the derivatives. The symmetry of such a special arrangement can still restrict them. For four s functions each $\mathbf g_P$ rotates with the centres, so at a single point it must equal its own rotated image and is zero.

For four s functions the count can be seen in another way. The integral is unchanged by translations, rotations and reflections, so it depends only on the six distances between centres. Six distance derivatives then fix all twelve components. The numerical check differentiated s-type integrals for 30 exponent sets at the geometry of the example below. Their gradients span six dimensions: the sixth singular value is $8\times10^{-3}$ of the first, and the seventh is zero to rounding. At that geometry there is therefore no further linear relation with coefficients independent of the exponents. For primitive functions there are relations whose coefficients contain the exponents. With exponents $\alpha$ on $A$ and $\beta$ on $B$, differentiation brings down the factors $2\alpha(\mathbf r_1-\mathbf A)$ and $2\beta(\mathbf r_1-\mathbf B)$, and $\mathbf r_1-\mathbf B=(\mathbf r_1-\mathbf A)+(\mathbf A-\mathbf B)$ gives $\mathbf g_B/2\beta=\mathbf g_A/2\alpha+(\mathbf A-\mathbf B)I$, hence $(\mathbf A-\mathbf B)\times(\alpha\mathbf g_B-\beta\mathbf g_A)=0$. Unlike (1) and (2), such relations apply primitive by primitive.

Coplanar centres are special for s functions. Reflection in the plane makes all four normal components zero. The eight in-plane components obey two translational relations and one rotational relation, so at most five are independent.

## Solving for three components

Suppose $\mathbf n=\mathbf a\times\mathbf b\neq0$. If it vanishes but the centres are not collinear, some other pair among $\mathbf a,\mathbf b,\mathbf c$ is not parallel, and the labels can be exchanged.

Dot (3) with $\mathbf a$. The first term drops out, and $\mathbf a\cdot(\mathbf b\times\mathbf g_B)=(\mathbf a\times\mathbf b)\cdot\mathbf g_B$, with the same step for $\mathbf c$. Therefore

$$\mathbf n\cdot\mathbf g_B=\mathbf a\cdot\boldsymbol\tau-(\mathbf a\times\mathbf c)\cdot\mathbf g_C. \tag{4}$$

Together with $\mathbf a\cdot\mathbf g_B$ and $\mathbf b\cdot\mathbf g_B$ this fixes $\mathbf g_B$:

$$\mathbf g_B=\frac{(\mathbf a\cdot\mathbf g_B)\,\mathbf b\times\mathbf n+(\mathbf b\cdot\mathbf g_B)\,\mathbf n\times\mathbf a+(\mathbf n\cdot\mathbf g_B)\,\mathbf n}{n^2}. \tag{5}$$

To verify (5), dot it with $\mathbf a$, $\mathbf b$ and $\mathbf n$. The products that survive are $\mathbf a\cdot(\mathbf b\times\mathbf n)=\mathbf b\cdot(\mathbf n\times\mathbf a)=\mathbf n\cdot(\mathbf a\times\mathbf b)=n^2$ and $\mathbf n\cdot\mathbf n=n^2$.

Equation (3) now gives $\mathbf W=\mathbf a\times\mathbf g_A=\boldsymbol\tau-\mathbf b\times\mathbf g_B-\mathbf c\times\mathbf g_C$. Since $\mathbf a\times\mathbf W=\mathbf a(\mathbf a\cdot\mathbf g_A)-a^2\mathbf g_A$,

$$\mathbf g_A=\frac{\mathbf a(\mathbf a\cdot\mathbf g_A)-\mathbf a\times\mathbf W}{a^2}. \tag{6}$$

The inputs are six numbers: $\mathbf g_C$, $\mathbf a\cdot\mathbf g_B$, $\mathbf b\cdot\mathbf g_B$ and $\mathbf a\cdot\mathbf g_A$. Equation (1) then supplies $\mathbf g_D$.

A code that produces Cartesian components gains nothing if it must compute all of them to form these projections. It can instead omit three Cartesian components. Choose an axis $k$ with $n_k\neq0$, and cyclic axes $(i,j,m)$ with $a_m\neq0$. Compute $\mathbf g_C$, the two components of $\mathbf g_B$ other than $k$, and $g_{A,m}$. Equation (4), written out in components, gives

$$g_{B,k}=\frac{1}{n_k}\Big[\mathbf a\cdot\boldsymbol\tau-(\mathbf a\times\mathbf c)\cdot\mathbf g_C-\sum_{v\neq k}n_vg_{B,v}\Big]. \tag{7}$$

After forming $\mathbf W$, solve $W_i=a_jg_{A,m}-a_mg_{A,j}$ and $W_j=a_mg_{A,i}-a_ig_{A,m}$:

$$g_{A,j}=\frac{a_jg_{A,m}-W_i}{a_m},\qquad g_{A,i}=\frac{W_j+a_ig_{A,m}}{a_m}. \tag{8}$$

Taking the largest $|n_k|$ and $|a_m|$ keeps the divisors as large as this labelling allows. Near a collinear arrangement the method still loses accuracy: by (4), an error $\varepsilon$ in the right-hand side becomes an error $\varepsilon/|\mathbf n|$ in the component of $\mathbf g_B$ along $\mathbf n$. An error in $\mathbf W$, including the part inherited from $\mathbf g_B$ through $\mathbf b\times\mathbf g_B$, is then divided by $|\mathbf a|$ in (6) and by $|a_m|$ in (8), so a labelling with short $\mathbf a$ spoils $\mathbf g_A$ even when the centres are far from collinear. Below chosen thresholds for $|\mathbf n|$ and $|\mathbf a|$, after trying the other labellings, the components should be computed directly.

## Worked example

Take $I=(p_xs|p_ys)$ with normalized primitives. The exponents are 0.8, 0.5, 0.6 and 1.0 bohr$^{-2}$ for $a,b,c,d$, and the centres, in bohr, are

$$\mathbf A=(1,0,0.5),\quad \mathbf B=(0,1,0.5),\quad \mathbf C=(-1,0.5,0),\quad \mathbf D=(0,0,-0.5).$$

Then $\mathbf a=(1,0,1)$, $\mathbf b=(0,1,1)$, $\mathbf c=(-1,0.5,0.5)$, $\mathbf n=(-1,-1,1)$ and $\mathbf a\times\mathbf c=(-0.5,-1.5,0.5)$. Below, integrals are in hartree and gradients in hartree/bohr. Values are rounded to six decimals, so hand arithmetic may differ by one in the last place.

The functions on $A$ and $C$ contribute to $\boldsymbol\tau$:

$$\begin{aligned}
\tau_x&=-(p_xs|p_zs)=-0.054534,\\
\tau_y&=(p_zs|p_ys)=0.015199,\\
\tau_z&=(p_xs|p_xs)-(p_ys|p_ys)=-0.186271+0.033745=-0.152526 .
\end{aligned}$$

The six inputs, obtained by direct differentiation, are $\mathbf a\cdot\mathbf g_A=-0.012290$, $\mathbf a\cdot\mathbf g_B=-0.026232$, $\mathbf b\cdot\mathbf g_B=-0.074807$ (all in hartree) and $\mathbf g_C=(0.063162,0.157998,-0.019522)$.

In (4), $\mathbf a\cdot\boldsymbol\tau=-0.054534-0.152526=-0.207060$ and $(\mathbf a\times\mathbf c)\cdot\mathbf g_C=-0.031581-0.236998-0.009761=-0.278340$, so $\mathbf n\cdot\mathbf g_B=0.071280$ hartree bohr. With $n^2=3$, $\mathbf b\times\mathbf n=(2,-1,1)$ and $\mathbf n\times\mathbf a=(-1,2,1)$, equation (5) gives

$$\begin{aligned}
\mathbf g_B&=\tfrac13\left[-0.026232\,(2,-1,1)-0.074807\,(-1,2,1)+0.071280\,(-1,-1,1)\right]\\
&=(-0.016312,-0.064887,-0.009920).
\end{aligned}$$

Next, $\mathbf b\times\mathbf g_B=(0.054967,-0.016312,0.016312)$ and $\mathbf c\times\mathbf g_C=(-0.088760,0.012059,-0.189579)$. Subtracting both from $\boldsymbol\tau$ gives $\mathbf W=(-0.020741,0.019453,0.020741)$, which is perpendicular to $\mathbf a$, as it must be. With $a^2=2$ and $\mathbf a\times\mathbf W=(-0.019453,-0.041482,0.019453)$, equation (6) gives

$$\begin{aligned}
\mathbf g_A&=\tfrac12\left[(-0.012290,0,-0.012290)-(-0.019453,-0.041482,0.019453)\right]\\
&=(0.003581,0.020741,-0.015872).
\end{aligned}$$

Finally, (1) gives $\mathbf g_D=(-0.050431,-0.113852,0.045313)$.

The Cartesian route agrees. With $k=m=z$, (7) gives $g_{B,z}=0.071280-0.016312-0.064887=-0.009919$, and (8) gives $g_{A,y}=-W_x=0.020741$ and $g_{A,x}=W_y+g_{A,z}=0.003581$.

All twelve components agree with finite differences of the undifferentiated integrals to within $3\times10^{-11}$ hartree/bohr. If $\boldsymbol\tau$ is set to zero with the same six inputs, the largest error is 0.0835 hartree/bohr, more than half of the largest derivative component, 0.158 hartree/bohr. The numerical check also confirms (1) and (2) on a full block of p, d, s and p shells with a contracted p shell, and the loss of one condition for collinear centres.

## Table of computed values

```
exponents a,b,c,d: 0.80 0.50 0.60 1.00 bohr^-2
centre A: 1.00 0.00 0.50 bohr
centre B: 0.00 1.00 0.50 bohr
centre C: -1.00 0.50 0.00 bohr
centre D: 0.00 0.00 -0.50 bohr
a=A-D: 1.00 0.00 1.00 bohr
b=B-D: 0.00 1.00 1.00 bohr
c=C-D: -1.00 0.50 0.50 bohr
n=a x b: -1.00 -1.00 1.00 bohr^2
a x c: -0.50 -1.50 0.50 bohr^2
rank of K, example: 3 (pure number)
eigenvalues of K K^T: 2.3846 3.2586 5.3568 bohr^2
(px s|py s): 0.07785025 hartree
(px s|pz s): 0.05453391 hartree
(pz s|py s): 0.01519924 hartree
(px s|px s): -0.18627141 hartree
(py s|py s): -0.03374512 hartree
tau: -0.05453391 0.01519924 -0.15252629 hartree
input a.g_A: -0.01229049 hartree
input a.g_B: -0.02623178 hartree
input b.g_B: -0.07480681 hartree
input g_C: 0.06316184 0.15799847 -0.01952214 hartree/bohr
a.tau: -0.20706019 hartree bohr
(a x c).g_C: -0.27833970 hartree bohr
n.g_B from rotation: 0.07127950 hartree bohr
W=a x g_A: -0.02074102 0.01945254 0.02074102 hartree
derived g_A: 0.00358103 0.02074102 -0.01587152 hartree/bohr
derived g_B: -0.01631209 -0.06488711 -0.00991970 hartree/bohr
derived g_C: 0.06316184 0.15799847 -0.01952214 hartree/bohr
derived g_D: -0.05043077 -0.11385238 0.04531335 hartree/bohr
finite-difference g_A: 0.00358103 0.02074102 -0.01587152 hartree/bohr
finite-difference g_B: -0.01631209 -0.06488711 -0.00991970 hartree/bohr
finite-difference g_C: 0.06316184 0.15799847 -0.01952214 hartree/bohr
finite-difference g_D: -0.05043077 -0.11385238 0.04531335 hartree/bohr
max deviation of derived g: 2.3e-11 hartree/bohr
max error if tau dropped: 0.083506 hartree/bohr
quadrature deviation: 2.8e-17 hartree
p,d,s,p block, number of integrals: 54
block, direct vs differences: 6.9e-11 hartree/bohr
block, translation residual: 6.2e-17 hartree/bohr
block, rotation residual: 5.6e-17 hartree
block, largest |tau|: 0.1872 hartree
rank of K, collinear: 2 (pure number)
collinear, largest |e.tau|: 3.1e-17 hartree
collinear, largest |tau|: 0.2412 hartree
ssss exponent sets: 30
ssss singular value 6/1: 8.3e-03 (ratio)
ssss singular value 7/1: 1.1e-16 (ratio)
```
